# Constant interface dopant concentration during parabolic oxidation of silicon, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The result and its derivation

Uniformly doped silicon, concentration \(C_b\), is oxidized from a bare surface so that the oxide thickness is \(X=\sqrt{Bt}\). If the dopant is immobile in the oxide, its concentration on the silicon side of the interface is the same at every time \(t>0\):

\[
\boxed{\frac{C_s}{C_b}=\frac{1}{1+\left(\dfrac{1}{mb}-1\right)G(\lambda)}}
\tag{1}
\]

\[
G(\lambda)=\sqrt{\pi}\,\lambda\,e^{\lambda^2}\operatorname{erfc}\lambda,
\qquad
\lambda=\frac b2\sqrt{\frac BD}.
\tag{2}
\]

Here \(D\) is the dopant diffusivity in silicon, \(m\) is the segregation coefficient and \(b\) is the thickness of silicon consumed per unit thickness of oxide formed. The segregation coefficient, the volume ratio and the diffusivity do not fix \(C_s\) by themselves. The parabolic rate constant \(B\) is also needed, and it enters through the ratio \(B/D\).

The model is one-dimensional. It takes \(B\), \(D\), \(m\) and \(b\) as constants, which implies a fixed temperature and ambient, and it treats the silicon as infinitely deep. The last assumption is good when the wafer is much thicker than both the consumed layer and the diffusion length.

### Geometry and the volume ratio

Let \(x\) be measured in the silicon lattice, with the original surface at \(x=0\) and the silicon initially filling \(x>0\). At time \(t\) the interface is at \(x=s(t)\), and silicon remains at \(x>s\).

Each formula unit of SiO\(_2\) contains one silicon atom. If \(n_{\rm Si}\) is the atom density of silicon and \(n_{\rm ox}\) the density of formula units in the oxide, conservation of silicon requires \(n_{\rm Si}s=n_{\rm ox}X\). Hence

\[
s=bX,\qquad b=\frac{n_{\rm ox}}{n_{\rm Si}}.
\tag{3}
\]

The oxide is thicker than the silicon it replaces, because \(b<1\). Its outer surface lies at \(x=s-X=-(1-b)X\), so the existing oxide is carried outward relative to the silicon lattice. All the expansion is taken to occur normal to the surface.

For parabolic growth, \(s=b\sqrt{Bt}\). It is convenient to compare this depth with the diffusion length in silicon by writing

\[
s=2\lambda\sqrt{Dt}.
\]

Equating the two expressions gives \(\lambda=(b/2)\sqrt{B/D}\), as in (2). Differentiation gives the interface velocity

\[
s'=\frac{ds}{dt}=\lambda\sqrt{\frac Dt}.
\tag{4}
\]

The number \(\lambda\) measures how fast the interface advances compared with dopant diffusion. It does not change with time, because both lengths grow as \(\sqrt t\).

### Diffusion and dopant conservation

In the remaining silicon the concentration \(C(x,t)\) obeys

\[
C_t=D\,C_{xx},\qquad x>s(t),
\tag{5}
\]

with subscripts \(t\) and \(x\) denoting partial derivatives. The initial and distant concentrations are both \(C_b\). The interface value is \(C_s(t)=C(s(t),t)\).

The segregation coefficient is defined as the silicon-side concentration divided by the oxide-side concentration. Local equilibrium at the interface therefore gives newly formed oxide the concentration \(C_s/m\). A source that defines the coefficient the other way round supplies \(1/m\).

The interface condition follows from the total amount of dopant per unit area. Choose a fixed depth \(L\) beyond the disturbed region. The amount in the silicon between \(s\) and \(L\) changes at the rate

\[
\begin{aligned}
\frac{d}{dt}\int_s^L C\,dx
&=-C_s s'+\int_s^L C_t\,dx\\
&=-C_s s'+D\,C_x(L,t)-D\,C_x(s,t).
\end{aligned}
\]

The first term comes from the moving lower limit: as \(s\) increases, a layer holding concentration \(C_s\) leaves the integral. The term at \(L\) vanishes because the profile is flat there.

During the same time the oxide gains thickness at the rate \(X'=s'/b\). Since its dopant is frozen in place, its dopant content grows at the rate

\[
\frac{C_s}{m}X'=\frac{C_s s'}{mb}.
\]

No dopant leaves the combined system, so the two rates add to zero:

\[
-C_s s'-D\,C_x(s,t)+\frac{C_s s'}{mb}=0.
\]

With the abbreviation

\[
k=\frac{1}{mb},
\]

this becomes

\[
D\,C_x(s,t)=(k-1)C_s s'.
\tag{6}
\]

The sign has a direct meaning. A consumed silicon layer of thickness \(ds\) contains \(C_s\,ds\), whereas the oxide formed from it takes up \(kC_s\,ds\). If \(k>1\), the oxide needs more dopant than the consumed layer supplies. The gradient is then positive, and dopant diffuses from deeper silicon towards the interface. If \(k<1\), the interface rejects dopant into the silicon. The dividing line is \(mb=1\), not \(m=1\), because the oxide occupies more volume than the silicon it replaces.

### Why the interface value is constant

Constancy can be seen before the diffusion equation is solved. For any \(\kappa>0\), define a rescaled function

\[
\widehat C(x,t)=C(\kappa x,\kappa^2t).
\]

Both \(\widehat C_t\) and \(\widehat C_{xx}\) acquire a factor \(\kappa^2\), so \(\widehat C\) obeys (5). The interface has the property \(s(\kappa^2t)=\kappa s(t)\), so the rescaled function has its boundary at the same \(s(t)\). In (6), the gradient acquires a factor \(\kappa\), and (4) gives \(s'(t)=\kappa s'(\kappa^2t)\). The interface condition is therefore unchanged as well. The uniform initial concentration contains no length that could spoil the scaling.

If the solution is unique, which is shown below, \(\widehat C=C\). Setting \(\kappa=t^{-1/2}\) gives

\[
C(x,t)=C\!\left(\frac{x}{\sqrt t},1\right).
\]

At the interface \(s(t)/\sqrt t=s(1)\), where the argument 1 denotes one unit of time. Thus \(C_s(t)=C_s(1)\). The argument depends on parabolic growth from zero thickness. A second length in the growth law or in the initial profile would invalidate it.

### Solution for the profile

The scaling permits the form

\[
C(x,t)=f(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}}.
\]

The derivatives of \(\eta\) are \(\eta_t=-\eta/(2t)\) and \(\eta_x=1/(2\sqrt{Dt})\). Equation (5) becomes

\[
-\frac{\eta}{2t}f'=D\frac{f''}{4Dt},
\]

where primes on \(f\) mean derivatives with respect to \(\eta\). Multiplication by \(4t\) gives

\[
f''+2\eta f'=0.
\]

This is a first-order equation for \(f'\), with solution \(f'\propto e^{-\eta^2}\). Integrating and imposing \(f\to C_b\) at large \(\eta\) yields

\[
f=C_b+K\operatorname{erfc}\eta.
\tag{7}
\]

The interface lies at \(\eta=\lambda\). Since the derivative of \(\operatorname{erfc}\eta\) is \(-2e^{-\eta^2}/\sqrt\pi\),

\[
C_x(s,t)=\frac{f'(\lambda)}{2\sqrt{Dt}}
=-\frac{K e^{-\lambda^2}}{\sqrt{\pi Dt}}.
\]

Substitution of this gradient and (4) into (6) gives

\[
-K e^{-\lambda^2}\sqrt{\frac{D}{\pi t}}
=(k-1)C_s\lambda\sqrt{\frac Dt}.
\]

The common factor \(\sqrt{D/t}\) cancels, so one constant \(K\) satisfies the condition at all times. Equation (7) at the interface gives \(K=(C_s-C_b)/\operatorname{erfc}\lambda\). Therefore

\[
C_b-C_s
=(k-1)C_s\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erfc}\lambda
=(k-1)C_sG.
\tag{8}
\]

Collecting the terms in \(C_s\) gives \(C_b=C_s[1+(k-1)G]\), which is (1). The complete silicon profile is

\[
C(x,t)=C_b+(C_s-C_b)
\frac{\operatorname{erfc}[x/(2\sqrt{Dt})]}{\operatorname{erfc}\lambda},
\quad x\ge s.
\tag{9}
\]

The interface concentration is constant although the profile is not stationary. The disturbed layer widens as \(\sqrt t\), its gradient falls as \(1/\sqrt t\), and the dopant demand of the growing oxide falls at the same rate.

### Uniqueness

Let \(w\) be the difference between two bounded solutions with the same interface motion, and let both approach the initial profile in the integrated sense. Assume that \(w\) is integrable and vanishes far inside the silicon. It obeys (5) and the linear condition \(Dw_x(s,t)=(k-1)s'w_s\), where \(w_s=w(s,t)\).

To differentiate an absolute value safely, use the smooth convex function

\[
\phi(w)=\sqrt{w^2+\epsilon^2}-\epsilon,\qquad \epsilon>0.
\]

Differentiation under the integral and one integration by parts give

\[
\begin{aligned}
\frac{d}{dt}\int_s^\infty\phi(w)\,dx
={}&-s'\phi(w_s)-D\phi'(w_s)w_x(s,t)\\
&-D\int_s^\infty\phi''(w)w_x^2\,dx.
\end{aligned}
\]

The last term is not positive. Inserting the interface condition bounds the right side by

\[
-s'\phi(w_s)-(k-1)s'w_s\phi'(w_s).
\]

Integrate this inequality over time and then let \(\epsilon\to0\). Both \(\phi(w_s)\) and \(w_s\phi'(w_s)\) tend to \(|w_s|\). The result, written as a rate, is

\[
\frac{d}{dt}\int_s^\infty |w|\,dx\le -ks'|w_s|\le0.
\tag{10}
\]

The integral starts at zero and cannot grow, so \(w=0\). The proof holds for depletion and for pile-up, since it needs only \(k>0\).

### Range and limiting cases

An integral form of \(G\) shows the range of the result. In the definition of \(\operatorname{erfc}\lambda\), put the integration variable equal to \(\lambda+v\):

\[
\operatorname{erfc}\lambda
=\frac{2e^{-\lambda^2}}{\sqrt\pi}
\int_0^\infty e^{-2\lambda v-v^2}\,dv.
\]

Multiplication by \(\sqrt\pi\,\lambda e^{\lambda^2}\), followed by \(u=2\lambda v\), gives

\[
G(\lambda)=\int_0^\infty
\exp\!\left(-u-\frac{u^2}{4\lambda^2}\right)du.
\tag{11}
\]

The integrand rises with \(\lambda\) at each \(u>0\). Thus \(G\) rises from 0 to 1. The denominator in (1) can be written \((1-G)+kG\), which is positive and lies between 1 and \(k\). Consequently \(C_s\) lies between \(C_b\) and \(mbC_b\).

For \(\lambda\ll1\), \(G\simeq\sqrt\pi\,\lambda\). Diffusion outruns the interface and \(C_s\) approaches \(C_b\), provided that \(|k-1|\sqrt\pi\,\lambda\ll1\). Strong uptake can therefore cause depletion even when \(\lambda\) itself is small.

For \(\lambda\gg1\), expansion of the second exponential in (11) gives \(G\simeq1-1/(2\lambda^2)\), and \(C_s\) approaches \(mbC_b\), provided that \(2\lambda^2k\gg1\). With strong rejection, a large \(\lambda\) alone is not enough: for \(k=0.01\) and \(\lambda=5\), \(C_s\) is about \(35C_b\), well short of \(mbC_b=100C_b\). When both conditions hold, the oxide takes up \(kC_s\simeq C_b\) per unit volume of consumed silicon. This is the original dopant content of that silicon, so in this limit the contribution from deeper silicon becomes negligible by comparison.

### Dopant budget

The oxide contains \(XC_s/m=ksC_s\) per unit area. The original content of the consumed silicon is \(sC_b\), and the deficit in the remaining silicon is

\[
Q=\int_s^\infty(C_b-C)\,dx.
\]

Use (9) and the integral

\[
\int_\lambda^\infty\operatorname{erfc}\eta\,d\eta
=\frac{e^{-\lambda^2}}{\sqrt\pi}-\lambda\operatorname{erfc}\lambda,
\]

which follows by integration by parts. Since \(e^{-\lambda^2}/(\sqrt\pi\operatorname{erfc}\lambda)=\lambda/G\),

\[
\begin{aligned}
Q&=(C_b-C_s)\,2\sqrt{Dt}\left(\frac{\lambda}{G}-\lambda\right)\\
&=(C_b-C_s)s\left(\frac1G-1\right).
\end{aligned}
\tag{12}
\]

Equation (8) turns this into \(Q=(k-1)(1-G)sC_s\). Also \(sC_b=s[1+(k-1)G]C_s\). Their sum is \(ksC_s\), the oxide content. A negative \(Q\) denotes an excess in the silicon, as occurs for pile-up.

## Part 2. Departures from the model and numerical use

The symbols remain those of Part 1. Oxide thickness is \(X\), consumed silicon thickness is \(s=bX\), and \(k=1/(mb)\) compares dopant uptake by new oxide with the content of the silicon consumed at concentration \(C_s\). For \(X=\sqrt{Bt}\), the interface lies at \(\eta=x/(2\sqrt{Dt})=\lambda\), and

\[
\frac{C_s}{C_b}=\frac1{1+(k-1)G(\lambda)}.
\]

The interface condition is \(DC_x(s,t)=(k-1)C_ss'\). It remains valid for other growth laws when the oxide dopant is immobile.

### Dopant diffusion in the oxide

Negligible diffusion in the oxide is sufficient for (1), but it is not necessary for a constant interface concentration. Let \(y\) be distance from the outer oxide surface, so that the oxide occupies \(0<y<X\). Oxide already formed is at rest in this coordinate. Its dopant concentration \(C_{\rm ox}\) obeys

\[
\partial_t C_{\rm ox}=D_{\rm ox}\partial_y^2C_{\rm ox},
\qquad C_{\rm ox}(X,t)=\frac{C_s}{m}.
\]

The oxide content changes at the rate

\[
\frac{d}{dt}\int_0^X C_{\rm ox}\,dy
=\frac{C_s}{m}X'
+D_{\rm ox}\partial_yC_{\rm ox}(X)
-D_{\rm ox}\partial_yC_{\rm ox}(0).
\]

The last term is the loss through the outer surface. Adding this loss to the changes in oxide and silicon must give zero. The outer-surface terms cancel, leaving

\[
D\,C_x(s,t)=(k-1)C_ss'
+D_{\rm ox}\partial_yC_{\rm ox}(X).
\tag{13}
\]

Suppose first that the outer surface is sealed to dopant. The uniform concentration \(C_{\rm ox}=C_s/m\), with constant \(C_s\), satisfies the diffusion equation and both boundary conditions. Its gradient is zero, so (13) reduces to the earlier condition. Equation (1) then holds for any constant \(D_{\rm ox}\).

Now suppose that the outer surface absorbs all dopant, so \(C_{\rm ox}(0)=0\). Define

\[
\mu=\frac{X}{2\sqrt{D_{\rm ox}t}}
=\frac12\sqrt{\frac{B}{D_{\rm ox}}}.
\]

With constant \(C_s\), the oxide equation is solved by

\[
C_{\rm ox}=\frac{C_s}{m}
\frac{\operatorname{erf}[y/(2\sqrt{D_{\rm ox}t})]}
{\operatorname{erf}\mu}.
\]

The extra diffusive term in (13) is therefore

\[
D_{\rm ox}\partial_yC_{\rm ox}(X)
=\frac{C_s}{m}\sqrt{\frac{D_{\rm ox}}{\pi t}}
\frac{e^{-\mu^2}}{\operatorname{erf}\mu}.
\]

The uptake by growth is \(C_sX'/m\), with \(X'=\mu\sqrt{D_{\rm ox}/t}\). Dividing the extra term by this uptake shows that \(k\) in (1) must be replaced by

\[
k_{\rm abs}=k\left[1+
\frac{e^{-\mu^2}}{\sqrt\pi\,\mu\operatorname{erf}\mu}\right].
\tag{14}
\]

The replacement contains no time, so \(C_s\) is still constant. For \(D_{\rm ox}\ll B\), \(\mu\) is large and the correction is exponentially small: growth buries the dopant faster than diffusion can carry it to the outer surface.

For parabolic growth from a bare surface, the interface concentration is constant and given by (1), and it stays constant when dopant diffuses in the oxide with a sealed or fully absorbing outer surface. What remains is the effect of a linear term in the growth law, worked values for boron and phosphorus, the size of the neglected effects, and numerical implementation.
